# Why light and heavy holes share a relaxation time

## The model and its conventions

The algebra uses atomic units, $\hbar=e=m_e=1$. Numerical values are in eV and Å, with masses in electron masses. Hole energy $E$ is counted upward from the band edge, a hole carries charge $+1$, and $T$ denotes the thermal energy, Boltzmann's constant included.

Near the band edge the holes have angular momentum $3/2$, with $4\times4$ matrices $\mathbf J$. With spherical symmetry the Luttinger Hamiltonian is

$$H=\frac{k^2}{2}\left(\gamma_1+\frac52\gamma_2\right)-\gamma_2(\mathbf k\cdot\mathbf J)^2,\qquad \gamma_2>0 .$$

Let $\mu$ be the component of $\mathbf J$ along $\mathbf k$. Then $(\mathbf k\cdot\mathbf J)^2=k^2\mu^2$ and

$$E=\frac{k^2}{2}\left(\gamma_1+\frac52\gamma_2-2\gamma_2\mu^2\right).$$

For $\mu=\pm3/2$ the bracket is $\gamma_1-2\gamma_2=1/m_h$; for $\mu=\pm1/2$ it is $\gamma_1+2\gamma_2=1/m_l$. These are the heavy and light bands, $h$ and $l$. Each is a doublet with $E=k^2/2m_b$ and speed $v_b=k_b/m_b$, where $k_b=\sqrt{2m_bE}$.

The density of states of one doublet member, per unit volume, is

$$g_b(E)=\frac{k_b^2}{2\pi^2}\frac{dk_b}{dE}=\frac{m_bk_b}{2\pi^2}=\frac{m_b^{3/2}\sqrt{2E}}{2\pi^2}.$$

With $s=\sqrt{m_h/m_l}$, it follows that $g_h/g_l=s^3$. The worked example has $m_h=0.45$ and $m_l=0.05$, round model values that give $s=3$ and $g_h/g_l=27$.

## The scatterer

Let acoustic phonons shift all four hole states by the same energy, $a\nabla\cdot\mathbf u$, where $\mathbf u$ is the displacement and $a$ the deformation potential. For a longitudinal mode of wavenumber $q$ and frequency $\omega_q=cq$, in a crystal of volume $V$ and mass density $\rho$, the squared matrix element is $a^2q^2/(2\rho V\omega_q)$ times $N_q$ for absorption or $N_q+1$ for emission. When $\omega_q\ll T$, both factors are close to $T/\omega_q$. Adding the two processes gives

$$\frac{a^2q^2}{2\rho V\omega_q}\,\frac{2T}{\omega_q}=\frac{a^2T}{\rho c^2V}\equiv\frac WV,\qquad W=\frac{a^2T}{C},\quad C=\rho c^2 .$$

The powers of $q$ cancel. To this order the scattering is elastic and its strength does not depend on the momentum transfer. What remains is the overlap between the initial and final four-component states.

With $T=0.025$ eV, $a=10$ eV and $C=1$ eV/Å$^3$, $W=10^2\times0.025/1=2.5$ eV$^2$ Å$^3$. The elastic approximation can be judged from the largest phonon needed to turn a heavy hole around at $E=T$. There $k_h=0.0543$ Å$^{-1}$, and with $\hbar c=0.04$ eV Å the phonon energy is $2\times0.0543\times0.04=0.0043$ eV. This is about 17% of $T$, so elasticity is a reasonable leading approximation here. The error in the scattering rate is smaller than this figure suggests: the first-order corrections from emission and absorption cancel, and at $E=T$ the out-scattering rates change by less than 1%.

## Averaged over directions, half of the overlap lies in each band

For a unit vector $\mathbf n$ along $\mathbf k$, define $Q(\mathbf n)=(\mathbf n\cdot\mathbf J)^2-5/4$. Its value is $9/4-5/4=+1$ on heavy states and $1/4-5/4=-1$ on light states. The projectors are therefore

$$P_h=\frac{1+Q}{2},\qquad P_l=\frac{1-Q}{2}.$$

Summing the squared overlap over the two final members and averaging over the two initial ones gives

$$F_{bb'}=\frac12\,\mathrm{Tr}\,[P_b(\mathbf n)P_{b'}(\mathbf n')].$$

Since $Q$ has zero trace, this requires only $\mathrm{Tr}\,QQ'$, where $Q'=Q(\mathbf n')$. Take $\mathbf n$ along $z$ and $\mathbf n'=(\sin\theta,0,\cos\theta)$. The cross terms $J_xJ_z+J_zJ_x$ have no diagonal elements, and $\langle\mu|J_x^2|\mu\rangle=(15/4-\mu^2)/2$. Hence

$$\langle\pm\tfrac32|Q'|\pm\tfrac32\rangle=\tfrac34\sin^2\theta+\tfrac94\cos^2\theta-\tfrac54=\frac{3\cos^2\theta-1}{2},$$

$$\langle\pm\tfrac12|Q'|\pm\tfrac12\rangle=\tfrac74\sin^2\theta+\tfrac14\cos^2\theta-\tfrac54=-\frac{3\cos^2\theta-1}{2}.$$

Multiplying by the eigenvalues of $Q$, which are $+1,-1,-1,+1$, and summing gives $\mathrm{Tr}\,QQ'=2(3\cos^2\theta-1)$. Therefore

$$F_{hh}=F_{ll}=\frac18\left[4+2(3\cos^2\theta-1)\right]=\frac{1+3\cos^2\theta}{4},$$

$$F_{hl}=F_{lh}=\frac18\left[4-2(3\cos^2\theta-1)\right]=\frac34\sin^2\theta .$$

The average of $\cos^2\theta$ over directions is $1/3$, so each of these functions averages to $1/2$. A hole of either kind finds, on average over final directions, half of its spin state in the heavy doublet and half in the light one.

The doublet average loses nothing. The two diagonal elements of $Q'$ within a doublet are equal. The off-diagonal ones vanish: $Q'$ cannot change $\mu$ by 3, and between $\mu=\pm1/2$ the two terms of $J_xJ_z+J_zJ_x$ cancel. Scattering therefore keeps equally occupied doublet members equally occupied.

## The common rate

The golden rule for a hole in band $b$, with $\langle\;\rangle_\Omega$ an average over final directions, gives

$$\frac1{\tau_b}=2\pi W\sum_{b'}g_{b'}\langle F_{bb'}\rangle_\Omega=\pi W(g_h+g_l).$$

The right-hand side does not contain $b$. At equal energy both holes see the same list of final states with the same mean overlaps. In either case the fraction of collisions ending in the heavy band is

$$\frac{g_h}{g_h+g_l}=\frac{s^3}{1+s^3}=\frac{27}{28}=0.964 .$$

This is the sense in which heavy final states control the light holes. A light hole is usually scattered out of its own band, at a rate set almost entirely by the heavy density of states.

At $E=T$ the densities of states are $g_h=1.626\times10^{-4}$ and $g_l=0.060\times10^{-4}$ eV$^{-1}$ Å$^{-3}$. Thus

$$\frac{\hbar}{\tau}=\pi\times2.5\times1.686\times10^{-4}=1.32\times10^{-3}\ \text{eV}$$

for both bands.

Equal times at equal energy do not mean equal times at equal wavenumber. At the same $k$ a light hole has $s^2$ times the energy. Since the rate grows as $\sqrt E$, its relaxation time is shorter by the factor $s$. Nor are the mean free paths equal: at equal energy $v_l/v_h=s$, and the paths at $E=T$ are about 700 Å for heavy and about 2100 Å for light holes.

## Heavy dominance alone is not enough

The equality could be attributed wholly to the large heavy density of states. To examine this, let the mean intraband overlap be $\alpha$ and the interband one $1-\alpha$, instead of $1/2$ each. The ratio of out-scattering times would be

$$\frac{\tau_l}{\tau_h}=\frac{\alpha g_h+(1-\alpha)g_l}{(1-\alpha)g_h+\alpha g_l}\;\longrightarrow\;\frac{\alpha}{1-\alpha}\quad(g_h\gg g_l).$$

Heavy dominance removes the final light states from the comparison, but the ratio is then still $\alpha/(1-\alpha)$. It is one because $\alpha=1/2$. Conversely, with $\alpha=1/2$ the ratio is one for any masses. For masses 0.30 and 0.20, only 65% of the collisions end in the heavy band, and the times remain equal.

If interband scattering were switched off, the rates would be $\pi Wg_b$, and light holes would live $g_h/g_l=27$ times longer than heavy ones. Access to the heavy band therefore costs the light holes most of their potential relaxation time.

## Why the scattering time is also the transport time

A collision that leaves the velocity nearly unchanged hardly degrades a current, so a scattering time need not be a transport time. The Boltzmann equation decides the matter. In a weak electric field $\boldsymbol{\mathcal E}$, write the occupation as

$$f_b=f_0(E)+\left(-\frac{df_0}{dE}\right)\chi_b(\mathbf n).$$

The steady state balances the drive against departures and arrivals. After the common factor $-df_0/dE$ is removed,

$$\boldsymbol{\mathcal E}\cdot\mathbf v_b=\sum_{b'}2\pi Wg_{b'}\left\langle F_{bb'}(\mathbf n\cdot\mathbf n')\left[\chi_b(\mathbf n)-\chi_{b'}(\mathbf n')\right]\right\rangle_{\mathbf n'} .$$

The drive is odd under $\mathbf n\to-\mathbf n$, so take $\chi$ odd. Both overlap functions are even in $\cos\theta$. In the arrival term, the contributions of $\mathbf n'$ and $-\mathbf n'$ then cancel. What remains is $\boldsymbol{\mathcal E}\cdot\mathbf v_b=\chi_b/\tau$, or

$$\chi_b=\tau\,\boldsymbol{\mathcal E}\cdot\mathbf v_b .$$

Holes arriving from other states carry no net current, whichever band they come from. The out-scattering time is the transport time of both bands, and the two Boltzmann equations decouple.

This description assigns each hole to one band, which requires the band splitting at fixed $k$ to be large compared with $\hbar/\tau$. For a light hole at $E=T$, the heavy state of the same $k$ lies at $T/9$. The splitting is 0.022 eV, about 17 times $\hbar/\tau$. Because the splitting falls as $E$ and the rate as $\sqrt E$, the condition fails close enough to the band edge. It is needed for assigning holes and shares to bands. The total conductivity is less sensitive, because the interband velocity shrinks together with the splitting: at $E=T$ the interband terms add about 0.1% in the example, and less for nearly equal masses.

## Adding the magnetic field

Put $\boldsymbol{\mathcal E}$ along $x$ and $\mathbf B$ along $z$. The force $\mathbf v\times\mathbf B=B(v_y,-v_x,0)$ is perpendicular to $\mathbf k$ and rotates it at fixed energy. With $\omega_b=B/m_b$, its action on the components of $\mathbf n$ is

$$(\mathbf v\times\mathbf B)\cdot\nabla_kn_x=\omega_bn_y,\qquad(\mathbf v\times\mathbf B)\cdot\nabla_kn_y=-\omega_bn_x .$$

The magnetic force does not act on $f_0(E)$, because it conserves $E$, but it does act on $\chi_b$. The steady state $(\boldsymbol{\mathcal E}+\mathbf v\times\mathbf B)\cdot\nabla_kf_b=$ (collision term), to first order in $\mathcal E$ and with $-df_0/dE$ removed, therefore has $\boldsymbol{\mathcal E}\cdot\mathbf v_b-(\mathbf v_b\times\mathbf B)\cdot\nabla_k\chi_b$ on the left of the equation above. Insert $\chi_b=An_x+Dn_y$, which is odd, so the arrival term still vanishes and $\chi_b/\tau+(\mathbf v_b\times\mathbf B)\cdot\nabla_k\chi_b=\boldsymbol{\mathcal E}\cdot\mathbf v_b$:

$$\left(\frac A\tau-\omega_bD\right)n_x+\left(\frac D\tau+\omega_bA\right)n_y=\mathcal Ev_bn_x .$$

The $n_y$ part gives $D=-\omega_b\tau A$. The $n_x$ part then gives $A=\mathcal Ev_b\tau/(1+\omega_b^2\tau^2)$. A positive charge moving along $+x$ is deflected toward $-y$, so define a positive Hall conductivity by $\sigma_H=-j_y/\mathcal E$.

Assume nondegenerate holes, $f_0\propto e^{-E/T}$, so that $-df_0/dE=f_0/T$. The directional average of $n_x^2$ is $1/3$, and $v_b^2=2E/m_b$. The current of one band is

$$j_{x,b}=\int dE\,2g_b\frac{f_0}{T}\,\frac{2E}{3m_b}\,\frac{\tau\mathcal E}{1+\omega_b^2\tau^2}.$$

The density is $p_b=\int dE\,2g_bf_0$. Since $g_b\propto E^{1/2}$, integration by parts gives $\int E^{3/2}e^{-E/T}dE=\frac32T\int E^{1/2}e^{-E/T}dE$. This cancels the factor $2/(3T)$. With

$$\langle X\rangle=\frac{\int_0^\infty X\,E^{3/2}e^{-E/T}dE}{\int_0^\infty E^{3/2}e^{-E/T}dE},$$

the conductivities are

$$\sigma_b=\frac{p_b}{m_b}\left\langle\frac{\tau}{1+\omega_b^2\tau^2}\right\rangle,\qquad \sigma_{H,b}=\frac{p_b}{m_b}\left\langle\frac{\omega_b\tau^2}{1+\omega_b^2\tau^2}\right\rangle .$$

The weight in $\langle X\rangle$ contains no mass. Equal times at each energy therefore give both bands the same $\langle\tau\rangle$ and $\langle\tau^2\rangle$. The full averages above still differ between bands through $\omega_b$.

## The light holes' shares

In a weak field, $\omega_b\tau\ll1$ for the energies that matter, these become

$$\sigma_b=\frac{p_b\langle\tau\rangle}{m_b},\qquad\sigma_{H,b}=\frac{Bp_b\langle\tau^2\rangle}{m_b^2}.$$

Both bands share one chemical potential, so $p_b\propto m_b^{3/2}$. The averages cancel from every ratio:

$$\frac{p_l}{p_h}=\frac1{s^3},\qquad\frac{\sigma_l}{\sigma_h}=\frac{s^2}{s^3}=\frac1s,\qquad\frac{\sigma_{H,l}}{\sigma_{H,h}}=\frac{s^4}{s^3}=s .$$

A ratio $r$ of light to heavy is a light share $r/(1+r)$ of the total:

| Quantity | Light share | $s=3$ |
|---|---|---|
| density | $1/(1+s^3)$ | 3.6% |
| conductivity | $1/(1+s)$ | 25% |
| weak-field Hall conductivity | $s/(1+s)$ | 75% |

One hole in 28 carries a quarter of the current and produces three quarters of the Hall conductivity. With a common relaxation time, the advantage of a light hole is purely inertial. It drifts $s^2=9$ times faster in the electric field, and the magnetic field turns it 9 times faster again. Per hole the Hall contribution is 81 times larger, which outweighs the 27-fold shortage of numbers.

Interband scattering restrains the conductivity and Hall shares. Without it the conductivity ratio would be multiplied by $s^3$, giving $\sigma_l/\sigma_h=s^2=9$ and a light share of 90%.

For a numerical conductivity, $g_b\propto\sqrt E$ implies $\tau=\tau_0(E/T)^{-1/2}$, where $\tau_0$ is the value at $E=T$. The averages are ratios of gamma functions:

$$\frac{\langle\tau\rangle}{\tau_0}=\frac{\Gamma(2)}{\Gamma(5/2)}=\frac4{3\sqrt\pi}=0.752,\qquad\frac{\langle\tau^2\rangle}{\tau_0^2}=\frac{\Gamma(3/2)}{\Gamma(5/2)}=\frac23 .$$

For heavy holes $\hbar^2/m_h=2E/k_h^2=0.05/0.05434^2=16.9$ eV Å$^2$. The mobility is therefore

$$\mu_h=\frac e\hbar\,\frac{16.9\times0.752}{1.324\times10^{-3}}=9.6\times10^3\ \frac e\hbar\,\text{Å}^2,$$

or about 1460 cm$^2$/(V s). The light-hole mobility is nine times larger, about 13,200 cm$^2$/(V s). Weighting the two by $27/28$ and $1/28$ gives a mean of $1.24\times10^4\,(e/\hbar)$ Å$^2$. For a total density $p=10^{-8}$ Å$^{-3}$ the conductivity is $1.24\times10^{-4}\,e^2/(\hbar\,\text{Å})$, or 3.0 S/cm. This density is 0.13% of the effective band density $2\sum_b(m_bT/2\pi)^{3/2}$, so the holes are nondegenerate.

## What a Hall measurement reports

The Hall conductivity is a sum over bands, so a share of it is well defined. The Hall coefficient $R_H$ is not such a sum. It is measured with no transverse current:

$$0=j_y=-\sigma_H\mathcal E_x+\sigma\mathcal E_y,\qquad j_x=\sigma\mathcal E_x+\sigma_H\mathcal E_y .$$

The first equation gives $\mathcal E_y=(\sigma_H/\sigma)\mathcal E_x$, and hence

$$R_H=\frac{\mathcal E_y}{j_xB}=\frac{\sigma_H}{B(\sigma^2+\sigma_H^2)} .$$

In a weak field the term $\sigma_H^2$ drops out. Using $p_h=s^3p_l$ and $m_h=s^2m_l$,

$$pR_H=\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}\,\frac{(1+s^3)(1+1/s)}{(1+s)^2}=\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}\,\frac{1+s^3}{s(1+s)} .$$

Since $1+s^3=(1+s)(1-s+s^2)$ and $\langle\tau^2\rangle/\langle\tau\rangle^2=\frac23\cdot\frac{9\pi}{16}=\frac{3\pi}8$,

$$pR_H=\frac{3\pi}8\left(s-1+\frac1s\right).$$

For equal masses the bracket is one and the single-band value 1.18 returns. For $s=3$ it is $7/3$, so $pR_H=2.75$. Reading $1/(eR_H)$ as the hole density gives $3.6\times10^{-9}$ Å$^{-3}$, only 36% of the true density. The energy dependence of $\tau$ alone would give $8/(3\pi)$, or 85%. The mixture of light and heavy holes supplies the further factor $3/7$, so a small minority of mobile carriers accounts for most of the apparent shortage.

The effect belongs to weak fields. When $\omega_b\tau\gg1$, the Hall conductivity of a band tends to $p_b/(m_b\omega_b)=p_b/B$, in which the mass has cancelled. The light share then falls to the density share. At the same time $\sigma$ falls as $1/B^2$, so $pR_H\to1$. Evaluating the energy averages by numerical quadrature gives the crossover:

| $\omega_l\tau_0$ | Light Hall share | $pR_H$ |
|---|---|---|
| 0.01 | 0.750 | 2.75 |
| 1 | 0.612 | 2.10 |
| 10 | 0.085 | 1.11 |
| 1000 | 0.036 | 1.00 |

Light holes saturate first because their cyclotron frequency is larger. The value $\omega_l\tau_0=1$ corresponds to 0.57 T. At $\omega_l\tau_0=10$ the light-hole cyclotron energy is already 0.013 eV, half of $T$, so Landau quantization is no longer safely negligible. The last row is a formal classical limit.

## Finite range: the equality becomes approximate

The exact equality relied on a strength independent of momentum transfer. Replace $W$ by $WS(q)$, with $q^2=k_b^2+k_{b'}^2-2k_bk_{b'}\cos\theta$. Arrivals no longer cancel. Put $\chi_b=\tau_b\mathcal Ev_bn_x$ into the Boltzmann equation. Averaging $n_x'$ around $\mathbf n$ at fixed $\theta$ gives $n_x\cos\theta$, so

$$1=\sum_{b'}2\pi Wg_{b'}\left[\tau_b\langle F_{bb'}S\rangle_\Omega-\tau_{b'}\frac{v_{b'}}{v_b}\langle F_{bb'}S\cos\theta\rangle_\Omega\right].$$

For a smooth potential of short range $R$, let $S=e^{-q^2R^2}\approx1-q^2R^2$. The even part of $S$ gives $\langle F_{bb'}S\rangle_\Omega=\frac12[1-R^2(k_b^2+k_{b'}^2)]$. The odd part gives $\langle F_{bb'}S\cos\theta\rangle_\Omega=2R^2k_bk_{b'}\langle F_{bb'}\cos^2\theta\rangle_\Omega$. From $\langle\cos^4\theta\rangle_\Omega=1/5$, the last average is $7/30$ within a band and $1/10$ between bands.

At equal energy $k_bv_b=2E$ in both bands, so $k_bk_{b'}v_{b'}/v_b=k_b^2$. To first order in $R^2$ the two times in the arrival term may be set equal. Keeping only the dominant heavy final states,

$$\frac1{\tau_h}\approx\pi Wg_h\left[1-R^2k_h^2\left(2+\tfrac{14}{15}\right)\right],$$

$$\frac1{\tau_l}\approx\pi Wg_h\left[1-R^2\left(k_h^2+\tfrac75k_l^2\right)\right].$$

Their ratio, with $k_l^2=k_h^2/9$, is

$$\frac{\tau_l}{\tau_h}\approx1-R^2\left(\tfrac{29}{15}k_h^2-\tfrac75k_l^2\right)=1-\tfrac{16}9(k_hR)^2 .$$

Heavy holes gain more from the finite range for two reasons. Their collisions involve larger mean-square momentum transfers, which the smooth potential suppresses, and those that remain favour forward directions more strongly.

Solving the two equations without this expansion, with the angular averages done by Gauss–Legendre quadrature, gives $\tau_l/\tau_h=0.98$, 0.86, 0.67 and 0.34 for $k_hR=0.1$, 0.3, 0.5 and 1. For a screened Coulomb potential, $S=(1+q^2/\kappa^2)^{-2}$ with $\kappa=0.2k_h$, the ratio is 0.44. The common time is thus a good rule for scatterers much shorter in range than the heavy-hole wavelength divided by $2\pi$, and a poor one for charged impurities unless the screening is very strong: the ratio stays near 0.4 for $\kappa$ between $0.01k_h$ and $k_h$, and is still 0.88 at $\kappa=5k_h$.

Several further effects lie outside the model. The first, cubic warping of the energy surfaces, leaves the equality intact for the scalar short-range scatterer. The sum of the projectors over all final states of one energy is unchanged by the rotations of a cube, and for the four states of angular momentum $3/2$ only a multiple of the unit matrix has this property. Every initial state of that energy therefore has the same scattering rate. States at $\mathbf k$ and $-\mathbf k$ have the same projector, so arrivals still cancel. The masses now depend on direction, however, and neither the shares nor $pR_H$ follow from $s$ alone. Warping can lower $pR_H$ well below the spherical formula, so that formula should not be used to correct a measured hole density in a strongly warped band.

The second is shear strain, which couples to the holes through matrices that depend on the direction of $\mathbf q$. The scatterer is then no longer scalar, and the two times generally differ. This is not a small correction in real crystals. In silicon, germanium and gallium arsenide the shear deformation potentials are as large as the hydrostatic one or larger, so the purely scalar $a=10$ eV of the example is a model value. With the example masses, an isotropic shear potential of 2.5 eV and a transverse elastic constant $0.36\,C$, the ratio $\tau_l/\tau_h$ is 0.71 for $a=0$, and 0.60 or 0.84 for $|a|=2$ eV, depending on the relative sign. The third is scattering by optical phonons, whose energies are not small compared with $T$ at room temperature. The fourth is the split-off band, which mixes into the light holes as their energy approaches the spin-orbit splitting. The four-state overlaps then no longer apply, and the equality becomes approximate even for a scalar short-range scatterer. With the example masses at $E=T$, $\tau_l/\tau_h$ is 1.002 for a spin-orbit splitting of 0.34 eV but 1.34 for 0.044 eV, the value in silicon. The mobilities and Hall coefficients above therefore illustrate the model and are not predictions for a particular crystal.

Numerical values quoted here were computed with a short program.
